# Chemical-Potential Drops Across a Growing Line Compound, part 1

(Sections cited here and not found follow in the second part.)

## From the reaction free energy to the two drops

**Q.** You claim that each element has a definite chemical-potential drop across a growing layer of a line compound. But a line compound has one composition. If the composition is the same everywhere in the layer, where does a gradient come from?

**A.** From the fact that the composition of such a compound does not fix the chemical potentials of its elements. Let the elements be A and B, and let $x$ be the atomic fraction of B. The layer is the phase $\beta$. On its left lies $\alpha$, which is poorer in B, and on its right lies $\gamma$, which is richer in B:

$$x_\alpha<x_\beta<x_\gamma .$$

Temperature and pressure are uniform. I write $g$ for the Gibbs free energy per atom, so that $N$ atoms of a phase have $G=Ng(x)$. All three phases are measured from the same reference states of the elements.

Start with a phase whose composition can vary. With $N=N_A+N_B$ and $x=N_B/N$,

$$\frac{\partial x}{\partial N_A}=-\frac{N_B}{N^2}=-\frac{x}{N},\qquad
\frac{\partial x}{\partial N_B}=\frac1N-\frac{N_B}{N^2}=\frac{1-x}{N}.$$

The product rule applied to $Ng(x)$ then gives

$$\mu_A=\frac{\partial G}{\partial N_A}=g-xg',\qquad
\mu_B=\frac{\partial G}{\partial N_B}=g+(1-x)g'.$$

Multiply the first by $1-x$, the second by $x$, and add. The terms in $g'$ cancel:

$$(1-x)\mu_A+x\mu_B=g. \tag{1}$$

Subtracting the two instead gives $\mu_B-\mu_A=g'$. In a line compound, $g(x)$ is a very narrow and steep well. A change of composition too small to matter in the atom count takes the slope $g'$ through a wide range of values, while $g$ itself stays close to $g_\beta$. The slope is therefore a free variable, which I call

$$s=\mu_B-\mu_A .$$

**Q.** So there is one equation for two potentials. How do they depend on the free variable?

**A.** Put $\mu_B=\mu_A+s$ into equation (1) for $\beta$. The left side becomes $\mu_A+x_\beta s$, so

$$\mu_A=g_\beta-x_\beta s,\qquad \mu_B=g_\beta+(1-x_\beta)s. \tag{2}$$

As $s$ rises, $\mu_B$ rises and $\mu_A$ falls. Physically, the small deviations from the ideal composition are carried by point defects such as vacancies and atoms on the wrong sublattice. Their concentrations differ between the two sides of the layer, and this difference accompanies the change of $s$. The atom count of the layer hardly notices it.

**Q.** Then $s$ could be anything, and so could the drop.

**A.** The interfaces fix it, provided that they are in local equilibrium. That means that each element has the same chemical potential on both sides of an interface, even though the layer as a whole is out of equilibrium. It is a good approximation when atoms cross an interface much more easily than they cross the layer.

At the left interface, $\alpha$ also obeys equation (1), with its own composition and free energy but with the same two potentials. Written with $s$, the two conditions are

$$\mu_A+x_\alpha s=g_\alpha,\qquad \mu_A+x_\beta s=g_\beta .$$

Subtracting the first from the second removes $\mu_A$:

$$s_1=\frac{g_\beta-g_\alpha}{x_\beta-x_\alpha}. \tag{3}$$

The same subtraction at the right interface, between $\beta$ and $\gamma$, gives

$$s_2=\frac{g_\gamma-g_\beta}{x_\gamma-x_\beta}. \tag{4}$$

On a plot of $g$ against $x$, these are the slopes of the straight lines joining the point of $\beta$ to the points of its neighbours.

**Q.** You need three free energies for that. I was promised a result in terms of one reaction free energy.

**A.** The three free energies enter in one combination. The reaction makes one atom's worth of $\beta$ from amounts $a$ of $\alpha$ and $c$ of $\gamma$, also counted in atoms. Conservation of all atoms and of B atoms requires

$$a+c=1,\qquad ax_\alpha+cx_\gamma=x_\beta .$$

To shorten the algebra, let

$$p=x_\beta-x_\alpha,\qquad q=x_\gamma-x_\beta,\qquad p+q=x_\gamma-x_\alpha .$$

Replacing $a$ by $1-c$ in the second condition gives $c(p+q)=p$. Hence

$$c=\frac{p}{p+q},\qquad a=\frac{q}{p+q}.$$

The reaction free energy per atom of $\beta$ formed is product minus reactants:

$$\Delta G=g_\beta-\frac{q\,g_\alpha+p\,g_\gamma}{p+q}. \tag{5}$$

It is negative when the reaction can run. If a table gives the value per formula unit of $n$ atoms, it must be divided by $n$ before it is used here.

Now take $g_\beta$ from (5) and insert it into the numerator of (3):

$$g_\beta-g_\alpha=\frac{q g_\alpha+p g_\gamma-(p+q)g_\alpha}{p+q}+\Delta G
=\frac{p(g_\gamma-g_\alpha)}{p+q}+\Delta G .$$

For the numerator of (4),

$$g_\gamma-g_\beta=\frac{(p+q)g_\gamma-q g_\alpha-p g_\gamma}{p+q}-\Delta G
=\frac{q(g_\gamma-g_\alpha)}{p+q}-\Delta G .$$

Divide the first by $p$ and the second by $q$:

$$s_1=\frac{g_\gamma-g_\alpha}{p+q}+\frac{\Delta G}{p},\qquad
s_2=\frac{g_\gamma-g_\alpha}{p+q}-\frac{\Delta G}{q}.$$

The first term is common to both. In the difference it cancels, leaving

$$s_2-s_1=-\Delta G\left(\frac1p+\frac1q\right)=R(-\Delta G), \tag{6}$$

with the purely geometrical factor

$$R=\frac{p+q}{pq}=\frac{x_\gamma-x_\alpha}{(x_\beta-x_\alpha)(x_\gamma-x_\beta)} .$$

**Q.** And the drops of the separate elements? Please keep the signs visible.

**A.** Going from left to right, $s$ rises from $s_1$ to $s_2$. By (2), $\mu_A$ changes by $-x_\beta(s_2-s_1)$, which is a fall. In the same direction $\mu_B$ changes by $+(1-x_\beta)(s_2-s_1)$, so B has its fall from right to left. I define both drops as positive numbers, each in the downhill direction of its element:

$$D_A=\mu_A^{\alpha\beta}-\mu_A^{\beta\gamma}=x_\beta R(-\Delta G), \tag{7}$$

$$D_B=\mu_B^{\beta\gamma}-\mu_B^{\alpha\beta}=(1-x_\beta)R(-\Delta G). \tag{8}$$

The superscripts name the interface. A is driven from the A-rich side towards the B-rich side, and B is driven the other way. Both motions feed the reaction.

The ratio of the drops is $D_A/D_B=x_\beta/(1-x_\beta)$. The element with fewer atoms in the compound has the larger drop. This follows from (1): at fixed $g_\beta$, the changes of the two potentials must cancel when weighted by the atomic fractions, so the rarer element has to change more.

**Q.** I am uneasy about the free energies themselves. Their zero is arbitrary. Could another choice of reference change the drop?

**A.** No. Changing the references of the elements adds $u(1-x)+vx$ to every $g$, with constants $u$ and $v$. The reactants in (5) contain the same numbers of A and B atoms as the product, because that is how $a$ and $c$ were found. The added terms therefore cancel in $\Delta G$. Each chemical potential shifts by a constant, $u$ or $v$, at both interfaces, and the constant cancels in its drop.

**Q.** What happens to the formula if $\beta$ is not stable against its neighbours? It would return negative drops, which look harmless.

**A.** They signal that a layer already present would shrink: both elements would flow the other way, and $\beta$ would turn back into its neighbours. Nor is there then any range of potentials in which $\beta$ is stable against both neighbours, as the following conditions show. A phase is not supersaturated if assembling it from atoms at the prevailing potentials releases no free energy. For $\alpha$ this condition reads

$$(1-x_\alpha)\mu_A+x_\alpha\mu_B\le g_\alpha .$$

Inside $\beta$ the left side equals $\mu_A+x_\alpha s=g_\beta-ps$ by (2). The condition becomes $s\ge (g_\beta-g_\alpha)/p=s_1$. For $\gamma$ the left side is $g_\beta+qs$, and the condition becomes $s\le s_2$.

So $\beta$ can exist without supersaturating a neighbour when $s_1\le s\le s_2$. By (6), this interval has a positive width if $\Delta G<0$, shrinks to a point if $\Delta G=0$, and is empty if $\Delta G>0$. The drops (7) and (8) are thus the full widths of the potential ranges in which $\beta$ is stable against these two neighbours. A growing layer whose interfaces are in local equilibrium spans the whole of this range.

**Q.** The factor $R$ worries me too. If $\alpha$ has nearly the composition of $\beta$, then $R$ grows without limit. Does the drop diverge?

**A.** It does not, as long as the line joining the two neighbouring points keeps a finite slope. When $p\to0$ with $s_1$ and $s_2$ finite, equation (6) shows that $-\Delta G=(s_2-s_1)pq/(p+q)$ goes to zero in proportion to $p$. Little free energy is released per atom of $\beta$, since $\beta$ is then made almost entirely from a phase that resembles it. The large $R$ compensates for this. The practical danger is different: an error in $g_\beta$ is also multiplied by $R$, and it does not shrink with $p$.

The opposite limit is a compound between the pure elements, with $x_\alpha=0$ and $x_\gamma=1$. Then $R=1/[x_\beta(1-x_\beta)]$, and

$$D_A=\frac{-\Delta G}{1-x_\beta},\qquad D_B=\frac{-\Delta G}{x_\beta}. \tag{9}$$

**Q.** Real neighbours dissolve some of the other element. Equations (3) and (4) seem to treat them as line compounds as well.

**A.** They need less than that. I used equation (1) for the neighbour, and (1) holds for a solution at whatever composition it has. The condition is that $x_\alpha$ and $g_\alpha$ are the values in $\alpha$ at its interface with $\beta$, and likewise for $\gamma$. The interface composition is the one at which the tangent to $g_\alpha(x)$ passes through the point of $\beta$. If the bulk of $\alpha$ is still pure A while its surface is saturated, the bulk values must not be used in (7) and (8).

**Q.** There remains something that I find hard to accept. The reaction releases $-\Delta G$ per atom of product, yet a drop can be several times larger. Where does the additional energy come from?

**A.** There is none. The drop is an energy per atom that crosses the layer, whereas $\Delta G$ is an energy per atom of $\beta$ that forms, and these are different numbers of atoms. Let us count them.

While one atom's worth of $\beta$ forms, let $j_A$ atoms of A cross from left to right and $j_B$ atoms of B from right to left. Let $b_1$ be the amount of $\beta$ made at the left interface and $b_2$ the amount made at the right, with $b_1+b_2=1$. At the left interface an amount $a$ of $\alpha$ is consumed, A departs and B arrives:

$$a(1-x_\alpha)-j_A=b_1(1-x_\beta),\qquad ax_\alpha+j_B=b_1x_\beta .$$

To eliminate $b_1$, multiply the second balance by $1-x_\beta$ and the first by $x_\beta$, and subtract the first from the second:

$$a\left[x_\alpha(1-x_\beta)-x_\beta(1-x_\alpha)\right]+(1-x_\beta)j_B+x_\beta j_A=0 .$$

The bracket is $x_\alpha-x_\beta=-p$. With $a=q/(p+q)$,

$$x_\beta j_A+(1-x_\beta)j_B=\frac{pq}{p+q}=\frac1R . \tag{10}$$

The balances at the right interface give the same relation, because the overall conservation of atoms has already been used in $a$. Now add up the free energy lost by the atoms as they cross:

$$j_AD_A+j_BD_B=R(-\Delta G)\left[x_\beta j_A+(1-x_\beta)j_B\right]=-\Delta G .$$

The reaction free energy is dissipated in full by diffusion through the layer, whatever the ratio of the two fluxes. If A alone moves, $j_A=1/(Rx_\beta)$ atoms cross per atom formed, and each of them loses $-\Delta G/j_A$, which is (7).

**Q.** That budget assumes that the interfaces lose nothing. What if they do?

**A.** Then the layer receives less. Suppose that A alone moves. The atom count (10) does not refer to equilibrium, so the same $j_A$ atoms cross. If the interfaces dissipate an energy $\varepsilon$ for each A atom transferred, the budget becomes

$$j_A(D_{\rm layer}+\varepsilon)=-\Delta G,\qquad D_{\rm layer}=D_A-\varepsilon .$$

The quantity $D_A$ is then the total drop available, shared between the layer and its interfaces.

## Competition in a nickel silicide stack

**Q.** Before you put in numbers, which results do you carry over?

**A.** The layer $\beta$ lies between $\alpha$ on its A-rich side and $\gamma$ on its B-rich side. The atomic fraction of B is $x$, the free energy per atom is $g$, and $\Delta G<0$ is the reaction free energy per atom of $\beta$ made from its two neighbours. With $p=x_\beta-x_\alpha$, $q=x_\gamma-x_\beta$ and $R=(p+q)/(pq)$, the drops are

$$D_A=x_\beta R(-\Delta G),\qquad D_B=(1-x_\beta)R(-\Delta G).$$

A falls towards $\gamma$ and B towards $\alpha$. The difference $s=\mu_B-\mu_A$ rises from $s_1$ at the $\alpha$ interface to $s_2=s_1+R(-\Delta G)$ at the $\gamma$ interface. The interfaces are in local equilibrium.

From here on A is nickel and B is silicon. The stack is Ni/Ni₂Si/NiSi/Si at 623 K, where $k_BT=0.0537$ eV. Each silicide layer is 50 nm thick. As rough formation free energies from the elements I take $-0.48$ eV per atom for Ni₂Si and $-0.44$ eV per atom for NiSi. The elements have $g=0$.

**Q.** Start with Ni₂Si. What are its neighbours here?

**A.** Nickel and NiSi. Silicon does not touch it. So $p=1/3$, $q=1/6$, and

$$R=\frac{1/2}{(1/3)(1/6)}=9 .$$

The reactants contribute weights $q/(p+q)=1/3$ for Ni and $p/(p+q)=2/3$ for NiSi:

$$\Delta G=-0.48-\tfrac23(-0.44)=-0.187\ \text{eV per atom}.$$

The drops are

$$D_{\rm Ni}=\tfrac13\cdot9\cdot0.187=0.56\ \text{eV},\qquad
D_{\rm Si}=\tfrac23\cdot9\cdot0.187=1.12\ \text{eV}.$$

In molar units these are 54 and 108 kJ/mol. If nickel alone moves and none of it passes on through NiSi, $1/(Rx_\beta)=1/3$ of a nickel atom crosses per atom of Ni₂Si formed, and $0.187/(1/3)=0.56$ eV, as it must be. In the full stack part of the nickel continues through NiSi, so more of it crosses Ni₂Si per atom formed (0.78 for equal thicknesses and mobilities), while the drop stays the same.

For NiSi the neighbours are Ni₂Si and Si, so $p=1/6$, $q=1/2$ and $R=8$. The weights are $3/4$ and $1/4$:

$$\Delta G=-0.44-\tfrac34(-0.48)=-0.080\ \text{eV per atom},$$

$$D_{\rm Ni}=D_{\rm Si}=\tfrac12\cdot8\cdot0.080=0.32\ \text{eV},$$

or 31 kJ/mol. The two are equal because the compound contains equal numbers of both atoms.

**Q.** NiSi has almost the same formation free energy as Ni₂Si, but a much smaller reaction free energy. I would have ranked the phases by formation free energy.

**A.** That ranking answers a different question. In this stack NiSi is made from silicon and from Ni₂Si, which has already released most of the energy. The potentials show how the layers fit together. Measured from the pure elements, they are as follows.

| Interface | $\mu_{\rm Ni}$ (eV) | $\mu_{\rm Si}$ (eV) |
|---|---:|---:|
| Ni/Ni₂Si | 0 | −1.44 |
| Ni₂Si/NiSi | −0.56 | −0.32 |
| NiSi/Si | −0.88 | 0 |

An interface shared by two layers has one value of each potential, so the drops add. Nickel falls by $0.56+0.32=0.88$ eV over the stack, and silicon by $1.12+0.32=1.44$ eV. The ends give the same totals directly. At NiSi/Si, $\mu_{\rm Si}=0$ requires $\frac12\mu_{\rm Ni}=-0.44$ eV. At Ni/Ni₂Si, $\mu_{\rm Ni}=0$ requires $\frac13\mu_{\rm Si}=-0.48$ eV.

The drop of each element across a growing layer follows from the reaction free energy and the compositions of the layer and its neighbours; in the nickel silicide stack, nickel falls by 0.56 eV across Ni₂Si and by 0.32 eV across NiSi. It remains to see how a new phase changes the drops, what they say about growth, and how far errors in the inputs and departures from the assumptions affect them.

Numerical values quoted here were computed with a short program.
